# Asymmetry Parameter from Spin-5/2 Zero-Field Quadrupole Lines: test program

```python
"""
Zero-field quadrupole resonance of a spin I = 5/2.
H/h = (C/40) [3 Iz^2 - I^2 + (eta/2)(I+^2 + I-^2)],  C = e^2 q Q / h.
Results under test, with E/h = (C/20) x:
  x^3 - 7(3 + eta^2) x - 20(1 - eta^2) = 0,
  r = nu_high/nu_low (adjacent-level lines) falls from 2 to 1, and
  eta = sqrt(3) tan(psi),
  cos(3 psi) = 7 sqrt(7)(2r+1)(r-1)(r+2) / (20 (r^2+r+1)^(3/2)),
  |C| = 20/(3 sqrt(7)) cos(psi) sqrt(nu_high^2+nu_high nu_low+nu_low^2).
The independent side is the diagonalization of the full 6 x 6 matrix.
"""
import numpy as np
import sympy as sp

# Spin matrices in the order m = 5/2, 3/2, ..., -5/2
spin = sp.Rational(5, 2)
m_values = [spin - k for k in range(6)]
raise_sym = sp.zeros(6, 6)
for k in range(1, 6):
    m = m_values[k]
    raise_sym[k - 1, k] = sp.sqrt(spin * (spin + 1) - m * (m + 1))
lower_sym = raise_sym.T
iz_sym = sp.diag(*m_values)

# Symbolic secular equation, matrix in units of C/20
eta_s, x_s = sp.symbols("eta x", real=True)
reduced = (3 * iz_sym**2 - spin * (spin + 1) * sp.eye(6)
           + eta_s / 2 * (raise_sym**2 + lower_sym**2)) / 2
block_a, block_b = [0, 2, 4], [1, 3, 5]
assert reduced.extract(block_a, block_b) == sp.zeros(3, 3)
cubic = x_s**3 - 7 * (3 + eta_s**2) * x_s - 20 * (1 - eta_s**2)
for block in (block_a, block_b):
    determinant = (x_s * sp.eye(3) - reduced.extract(block, block)).det()
    assert sp.simplify(sp.expand(determinant - cubic)) == 0

# Numerical Hamiltonian from the definition
i_plus = np.array(raise_sym.tolist(), dtype=float)
i_minus = i_plus.T
i_z = np.array(iz_sym.tolist(), dtype=float)
i_x = (i_plus + i_minus) / 2
i_y = (i_plus - i_minus) / 2j


def hamiltonian(coupling, eta):
    return coupling / 40 * (3 * i_z @ i_z - 35 / 4 * np.eye(6)
                            + eta / 2 * (i_plus @ i_plus + i_minus @ i_minus))


def doublets(coupling, eta):
    energies = np.linalg.eigvalsh(hamiltonian(coupling, eta))
    assert np.allclose(energies[::2], energies[1::2],
                       atol=1e-11 * max(1, abs(coupling)))
    return energies[::2]


def strong_lines(coupling, eta):
    gaps = np.diff(doublets(coupling, eta))
    return min(gaps), max(gaps)


def dipole_strengths(eta):
    """Sums of |<i|I_k|j>|^2 over doublet states and k = x, y, z (C > 0)."""
    vectors = np.linalg.eigh(hamiltonian(1.0, eta))[1]
    pairs = [vectors[:, 2 * k:2 * k + 2] for k in range(3)]

    def strength(first, second):
        return sum(np.sum(abs(pairs[first].conj().T @ op @ pairs[second])**2)
                   for op in (i_x, i_y, i_z))
    return strength(0, 1), strength(1, 2), strength(0, 2)


# Derived formulas
def theta_from_eta(eta):
    p = 7 * (3 + eta**2)
    q = 20 * (1 - eta**2)
    return np.arccos(q / 2 / (p / 3)**1.5) / 3


def psi_from_ratio(r):
    cos_3psi = (7 * np.sqrt(7) * (2 * r + 1) * (r - 1) * (r + 2)
                / (20 * (r * r + r + 1)**1.5))
    return np.arccos(np.clip(cos_3psi, -1, 1)) / 3


def eta_from_ratio(r):
    return np.sqrt(3) * np.tan(psi_from_ratio(r))


def coupling_from_lines(low, high):
    return (20 / (3 * np.sqrt(7)) * np.cos(psi_from_ratio(high / low))
            * np.sqrt(high**2 + high * low + low**2))


# Roots, lines, ratio and inversion over the whole range of eta
eta_grid = np.linspace(0, 1, 101)
ratios, weak_relative = [], []
for eta in eta_grid:
    theta = theta_from_eta(eta)
    p = 7 * (3 + eta**2)
    angles = theta + np.array([2, -2, 0]) * np.pi / 3
    assert np.allclose(2 * np.sqrt(p / 3) * np.cos(angles) / 20,
                       doublets(1.0, eta), atol=1e-11)
    low, high = strong_lines(1.0, eta)
    assert abs(np.sqrt(p) / 10 * np.sin(theta) - low) < 1e-11
    assert abs(np.sqrt(p) / 10 * np.sin(np.pi / 3 - theta) - high) < 1e-11
    r = high / low
    assert abs(np.sqrt(3) / 2 / np.tan(theta) - 0.5 - r) < 1e-10
    # Near r = 2 rounding of r enters eta through a square root
    assert abs(eta_from_ratio(r) - eta) < 1e-6
    assert abs(coupling_from_lines(low, high) - 1) < 1e-9
    assert np.allclose(strong_lines(-1.0, eta), (low, high), atol=1e-11)
    ratios.append(r)
    s_low, s_high, s_sum = dipole_strengths(eta)
    weak_relative.append(s_sum / min(s_low, s_high))
ratios = np.array(ratios)
weak_relative = np.array(weak_relative)
assert abs(ratios[0] - 2) < 1e-11 and abs(ratios[-1] - 1) < 1e-11
assert np.all(np.diff(ratios) < 0)
assert weak_relative[0] < 1e-12 and weak_relative.max() < 0.15

# Limiting laws; tolerances cover the next order of each expansion
low, high = strong_lines(1.0, 0.01)
curvature = (2 - high / low) / 0.01**2
assert abs(curvature - 70 / 27) < 5e-3
low, high = strong_lines(1.0, 1 - 1e-4)
end_slope = (high / low - 1) / 1e-4
assert abs(end_slope - 15 / (7 * np.sqrt(7))) < 1e-3

# Worked example
nu_low, nu_high = 20.0, 30.0
r_example = nu_high / nu_low
psi = psi_from_ratio(r_example)
eta_example = eta_from_ratio(r_example)
c_example = coupling_from_lines(nu_low, nu_high)
levels = doublets(c_example, eta_example)
back_low, back_high = strong_lines(c_example, eta_example)
assert abs(back_low - nu_low) < 1e-8 and abs(back_high - nu_high) < 1e-8
eta_small_law = np.sqrt(27 * (2 - r_example) / 70)
nu_low_shifted = nu_low + 0.010
eta_shifted = eta_from_ratio(nu_high / nu_low_shifted)
c_shifted = coupling_from_lines(nu_low_shifted, nu_high)
strengths = dipole_strengths(eta_example)

print("Table: eta, nu_low/C, nu_high/C, ratio r (all dimensionless)")
for k in range(0, 101, 10):
    low, high = strong_lines(1.0, eta_grid[k])
    print(f"  {eta_grid[k]:.1f}  {low:.5f}  {high:.5f}  {ratios[k]:.5f}")
print(f"(2-r)/eta^2 at eta=0.01: {curvature:.4f}; 70/27 = {70/27:.4f}")
print(f"(r-1)/(1-eta) at eta=0.9999: {end_slope:.4f}; "
      f"15/(7 sqrt 7) = {15/(7*np.sqrt(7)):.4f}")
print(f"eta from r = 1.999: {eta_from_ratio(1.999):.5f}")
print(f"eta from r = 1.001: {eta_from_ratio(1.001):.5f}")
for eta in (0.0, 1.0):
    s = dipole_strengths(eta)
    print(f"Dipole strengths at eta={eta:.0f} (low, high, sum line): "
          f"{s[0]:.4f}, {s[1]:.4f}, {s[2]:.4f}")
k_max = int(np.argmax(weak_relative))
print(f"Largest sum-line/weaker-strong-line strength: "
      f"{weak_relative[k_max]:.4f} at eta = {eta_grid[k_max]:.2f}")
print("Worked example")
print(f"Input lines: {nu_low:.3f} MHz and {nu_high:.3f} MHz")
print(f"Ratio r = {r_example:.4f}")
print(f"cos(3 psi) = {np.cos(3*psi):.5f}")
print(f"3 psi = {np.degrees(3*psi):.3f} deg, psi = {np.degrees(psi):.3f} deg")
print(f"tan(psi) = {np.tan(psi):.5f}, cos(psi) = {np.cos(psi):.5f}")
print(f"eta = {eta_example:.5f}")
print(f"sqrt(sum of squares and product) = "
      f"{np.sqrt(nu_high**2+nu_high*nu_low+nu_low**2):.4f} MHz")
print(f"|C| = {c_example:.4f} MHz")
print(f"Cubic coefficients: p = {7*(3+eta_example**2):.5f}, "
      f"q = {20*(1-eta_example**2):.5f}")
roots = 20 * levels / c_example
print("Roots x: " + ", ".join(f"{x:.5f}" for x in roots))
print("Levels E/h for C>0: " + ", ".join(f"{e:.4f}" for e in levels) + " MHz")
print(f"Lines from 6x6 diagonalization: {back_low:.4f}, {back_high:.4f}, "
      f"{levels[2]-levels[0]:.4f} MHz")
print("Dipole strengths (low, high, sum line): "
      + ", ".join(f"{s:.4f}" for s in strengths))
print(f"eta from small-eta law: {eta_small_law:.5f}")
print(f"Lower line read as {nu_low_shifted:.3f} MHz: eta = {eta_shifted:.5f}, "
      f"|C| = {c_shifted:.4f} MHz")
print(f"Shifts: eta {eta_shifted-eta_example:+.5f}, "
      f"|C| {1000*(c_shifted-c_example):+.2f} kHz")
print("every check passed")
```

Running it gives:

```
Table: eta, nu_low/C, nu_high/C, ratio r (all dimensionless)
  0.0  0.15000  0.30000  2.00000
  0.1  0.15163  0.29939  1.97451
  0.2  0.15641  0.29763  1.90289
  0.3  0.16405  0.29486  1.79741
  0.4  0.17414  0.29129  1.67277
  0.5  0.18624  0.28715  1.54181
  0.6  0.19996  0.28266  1.41359
  0.7  0.21492  0.27800  1.29353
  0.8  0.23083  0.27335  1.18421
  0.9  0.24745  0.26884  1.08644
  1.0  0.26458  0.26458  1.00000
(2-r)/eta^2 at eta=0.01: 2.5922; 70/27 = 2.5926
(r-1)/(1-eta) at eta=0.9999: 0.8100; 15/(7 sqrt 7) = 0.8099
eta from r = 1.999: 0.01965
eta from r = 1.001: 0.99877
Dipole strengths at eta=0 (low, high, sum line): 8.0000, 5.0000, 0.0000
Dipole strengths at eta=1 (low, high, sum line): 5.3061, 5.3061, 0.3469
Largest sum-line/weaker-strong-line strength: 0.0661 at eta = 0.92
Worked example
Input lines: 20.000 MHz and 30.000 MHz
Ratio r = 1.5000
cos(3 psi) = 0.62614
3 psi = 51.234 deg, psi = 17.078 deg
tan(psi) = 0.30722, cos(psi) = 0.95591
eta = 0.53212
sqrt(sum of squares and product) = 43.5890 MHz
|C| = 104.9909 MHz
Cubic coefficients: p = 22.98204, q = 14.33702
Roots x: -4.44483, -0.63498, 5.07980
Levels E/h for C>0: -23.3333, -3.3333, 26.6667 MHz
Lines from 6x6 diagonalization: 20.0000, 30.0000, 50.0000 MHz
Dipole strengths (low, high, sum line): 6.4204, 4.9469, 0.2318
eta from small-eta law: 0.43916
Lower line read as 20.010 MHz: eta = 0.53270, |C| = 105.0004 MHz
Shifts: eta +0.00058, |C| +9.48 kHz
every check passed
```
